# Reflectance of an ultrathin film on a transparent substrate

## Problem

A plane wave of vacuum wavelength $\lambda$ falls normally from a transparent ambient of index $n_0$ on a uniform, isotropic, nonmagnetic film of thickness $d$. The film lies on a transparent substrate of index $n_s$, thick enough that nothing returns from its far side. The time factor is $e^{-i\omega t}$, so the film permittivity is $\varepsilon=\varepsilon'+i\varepsilon''$ with $\varepsilon''>0$ for absorption. Let $k_0=2\pi/\lambda$, $x=k_0d$ and $S=n_0+n_s$.

1. Find the amplitude reflection coefficient $r$ to second order in $x$.
2. Find the reflectance $R=|r|^2$ to the same order. At which order does a lossless film first act, and at which order an absorbing one? When do these answers change?
3. For a lossless film, find $R$ at any thickness.
4. Relate the first-order change of $R$ to the absorbed power.
5. Compare 1 nm of titanium dioxide with 1 nm of chromium on fused silica in vacuum, at 633 nm. Take the rough typical indices 2.4 (lossless), $3.1+3.3i$ and 1.46.

## Hints

**Hint 1.** At normal incidence $E$ and $dE/dz$ are both continuous. Write the film field in terms of its values at the back face and carry it to the front.

**Hint 2.** After expansion, numerator and denominator of $r$ share a factor $1-\varepsilon x^2/2$. Remove it before dividing.

**Hint 3.** The bare coefficient $r_0$ is real. Ask which part of the first correction can then change $|r|^2$ at first order.

**Hint 4.** For real $\varepsilon$ it is easier to find the transmittance and use $R=1-T$.

**Hint 5.** The quantity $\mathrm{Im}(E^*\,dE/dz)$ is proportional to the energy flux.

## Solution

### 1. The amplitude

Let the film occupy $0<z<d$. There $E''=-k_0^2\varepsilon E$. With $\kappa=k_0\sqrt\varepsilon$, the solution having given values at $z=d$ is

$$E(z)=E(d)\cos[\kappa(d-z)]-\frac{E'(d)}{\kappa}\sin[\kappa(d-z)].$$

The substrate holds only the outgoing wave, of amplitude $t$ at $z=d$, so $E(d)=t$ and $E'(d)=ik_0n_st$. With $\delta=\kappa d=x\sqrt\varepsilon$, the front-face values are $E(0)=tB$ and $E'(0)=ik_0tC$, where

$$B=\cos\delta-\frac{in_s}{\sqrt\varepsilon}\sin\delta,\qquad C=n_s\cos\delta-i\sqrt\varepsilon\,\sin\delta .$$

In the ambient, $E=e^{in_0k_0z}+re^{-in_0k_0z}$. Continuity at $z=0$ gives $1+r=tB$ and $n_0(1-r)=tC$. Multiplying the first equation by $n_0$, then adding and subtracting the second, gives

$$t=\frac{2n_0}{n_0B+C},\qquad r=\frac{n_0B-C}{n_0B+C}.$$

Now use $\cos\delta=1-\varepsilon x^2/2+O(x^4)$, $\sin\delta/\sqrt\varepsilon=x+O(x^3)$ and $\sqrt\varepsilon\sin\delta=\varepsilon x+O(x^3)$:

$$n_0B\mp C=(n_0\mp n_s)\left(1-\tfrac12\varepsilon x^2\right)-ix(n_0n_s\mp\varepsilon)+O(x^3).$$

Divide both by $1-\varepsilon x^2/2$. The terms linear in $x$ change only at order $x^3$, so

$$r=\frac{(n_0-n_s)-ixp}{S-ixq}+O(x^3),\qquad p=n_0n_s-\varepsilon,\quad q=n_0n_s+\varepsilon. \tag{1}$$

Subtract the bare value $r_0=(n_0-n_s)/S$:

$$r-r_0=\frac{ix[(n_0-n_s)q-Sp]}{S(S-ixq)}+O(x^3).$$

Multiplying out the bracket, the terms $n_0^2n_s$ cancel, as do the terms $n_s\varepsilon$. What remains is $2n_0\varepsilon-2n_0n_s^2$. Expanding $1/(S-ixq)$ once then gives $r=r_0+r_1x+r_2x^2+O(x^3)$ with

$$r_1=\frac{2in_0(\varepsilon-n_s^2)}{S^2},\qquad r_2=\frac{iq}{S}r_1=-\frac{2n_0(\varepsilon-n_s^2)(\varepsilon+n_0n_s)}{S^3}. \tag{2}$$

The first correction has a direct physical meaning. With the front face fixed at $z=0$, the film replaces a slice of substrate. To lowest order the field there is that of the bare surface, $t_0=2n_0/S$. The excess permittivity acts as a thin sheet, across which $E'$ jumps by $-k_0^2(\varepsilon-n_s^2)d\,t_0$. The sheet sends waves of equal amplitude $e$ into both media, whose slopes differ by $ik_0(n_s+n_0)e$. Equating the two jumps gives $e=ix(\varepsilon-n_s^2)t_0/S$, which is $r_1x$.

### 2. The reflectance

Since $r_0$ is real,

$$R=r_0^2+2r_0\,\mathrm{Re}(r_1)\,x+\left[|r_1|^2+2r_0\,\mathrm{Re}(r_2)\right]x^2+O(x^3).$$

The factor $i$ in $r_1$ turns the imaginary part of $\varepsilon$ into a real part: $\mathrm{Re}\,r_1=-2n_0\varepsilon''/S^2$. The linear coefficient is therefore

$$R_1=\frac{4n_0(n_s-n_0)\varepsilon''}{S^3}. \tag{3}$$

For the quadratic coefficient put $u=\varepsilon'-n_s^2$. Then

$$|r_1|^2=\frac{4n_0^2(u^2+\varepsilon''^2)}{S^4},\qquad \mathrm{Re}\,r_2=-\frac{2n_0}{S^3}\left[u(\varepsilon'+n_0n_s)-\varepsilon''^2\right].$$

Inserting $r_0=(n_0-n_s)/S$,

$$R_2=\frac{4n_0}{S^4}\left\{u\left[n_0u-(n_0-n_s)(\varepsilon'+n_0n_s)\right]+(2n_0-n_s)\varepsilon''^2\right\}.$$

In the square bracket the terms $n_0\varepsilon'$ and $n_0n_s^2$ cancel, leaving $n_s(\varepsilon'-n_0^2)$. Hence

$$R_2=\frac{4n_0}{S^4}\left[n_s(\varepsilon'-n_0^2)(\varepsilon'-n_s^2)+(2n_0-n_s)\varepsilon''^2\right]. \tag{4}$$

A lossless film has $R_1=0$. Its radiated wave is a quarter cycle out of phase with the bare reflection, so at first order it turns the phase of $r$ and leaves the modulus alone. An absorbing film adds a component in line with $r_0$, and $R$ changes at first order.

The exception is $n_s=n_0$, where there is no bare reflection to interfere with. Then $S=2n_0$, and (4) gives

$$R=\frac{|\varepsilon-n_0^2|^2x^2}{4n_0^2}+O(x^3).$$

Near this match the linear law holds only for very thin films, because it requires $x\ll|R_1/R_2|$ and $R_1$ is proportional to $n_s-n_0$.

The expansion itself needs $|\sqrt\varepsilon|x\ll1$ and $|q|x/S\ll1$. For a metal of large $|\varepsilon|$ the second condition, close to $|\varepsilon|x/S\ll1$, is the stricter. If it fails while the first still holds, (1) can be kept undivided. For $|\varepsilon|\gg n_0n_s$ it becomes

$$R\approx\left|\frac{n_0-n_s+i\varepsilon x}{S-i\varepsilon x}\right|^2. \tag{5}$$

This is the limit of a conducting sheet. As $|\varepsilon|x$ grows, (5) tends to 1 instead of following a polynomial. A real film follows (5) only while $|\sqrt\varepsilon|x\ll1$. The chromium of part 5, for example, reaches a maximum of about $R=0.58$ near 44 nm and then settles at 0.55, the reflectance of the bulk metal.

### 3. A lossless film of any thickness

For real $\varepsilon$ of either sign, $\cos\delta$, $\sin\delta/\sqrt\varepsilon$ and $\sqrt\varepsilon\sin\delta$ are real. The transmittance is the ratio of fluxes, $T=(n_s/n_0)|t|^2=4n_0n_s/|n_0B+C|^2$, and

$$|n_0B+C|^2=S^2\cos^2\delta+(n_0n_s+\varepsilon)^2\frac{\sin^2\delta}{\varepsilon}.$$

Write $\cos^2\delta=1-\sin^2\delta$ and use $(n_0n_s+\varepsilon)^2-\varepsilon S^2=(\varepsilon-n_0^2)(\varepsilon-n_s^2)$. With

$$G=(\varepsilon-n_0^2)(\varepsilon-n_s^2)\frac{\sin^2\delta}{\varepsilon},$$

energy conservation gives

$$R=1-\frac{4n_0n_s}{S^2+G}. \tag{6}$$

Because $G$ is even in $d$, every odd power of thickness is absent. For small $x$, $G\approx(\varepsilon-n_0^2)(\varepsilon-n_s^2)x^2$, and (6) returns the lossless part of (4). A thin film with $\varepsilon$ between $n_0^2$ and $n_s^2$ lowers $R$, which is the start of antireflection. One with $\varepsilon$ outside that range raises it. If $\varepsilon$ equals $n_0^2$ or $n_s^2$, then $G=0$ and the film leaves $R$ unchanged at every thickness.

### 4. The absorbed power

From the wave equation,

$$\frac{d}{dz}\mathrm{Im}(E^*E')=\mathrm{Im}(E^*E'')=-k_0^2\varepsilon''|E|^2.$$

The incident wave has $\mathrm{Im}(E^*E')=k_0n_0$. The absorbed fraction is therefore

$$A=\frac{k_0\varepsilon''}{n_0}\int_0^d|E|^2dz\approx\frac{4n_0\varepsilon''x}{S^2},$$

where the last form uses $|E|^2\approx t_0^2=4n_0^2/S^2$. Comparison with (3) gives

$$R-R_0\approx-r_0A,\qquad R_0=r_0^2. \tag{7}$$

For $n_s>n_0$ the bare $r_0$ is negative, so absorption raises the reflectance. The transmittance pays for both: to first order it falls by $(1-r_0)A$.

### 5. Two films of 1 nm

Here $x=2\pi/633=0.009926$, $S=2.46$, $r_0=-0.46/2.46=-0.187$ and $R_0=0.0350$. "Full" values below come from evaluating $B$ and $C$ without expansion.

**Titanium dioxide.** With $\varepsilon=2.4^2=5.76$ and $n_s^2=2.13$,

$$R_2=\frac{4}{2.46^4}(1.46)(4.76)(3.63)=2.75,\qquad R_2x^2=2.71\times10^{-4}.$$

The full change is also $2.71\times10^{-4}$.

**Chromium.** Here $\varepsilon'=3.1^2-3.3^2=-1.28$ and $\varepsilon''=2(3.1)(3.3)=20.46$, so

$$R_1=\frac{4(0.46)(20.46)}{2.46^3}=2.53,\qquad R_1x=0.0251.$$

$$R_2=\frac{4}{2.46^4}\left[1.46(-2.28)(-3.41)+0.54(20.46)^2\right]=25.9,\qquad R_2x^2=0.0026.$$

The full change is 0.0271, a hundred times that of the oxide. Relative to it, the linear term alone is 7% low and the two terms together are 2% high.

The full changes at other thicknesses show the two laws and their limits:

| $d$ (nm) | TiO₂ | Cr |
|---|---|---|
| 0.5 | 0.000068 | 0.0131 |
| 1 | 0.000271 | 0.0271 |
| 2 | 0.00108 | 0.0567 |
| 4 | 0.00431 | 0.117 |

Each doubling multiplies the oxide's change by about 4 and the metal's by a little over 2. For chromium $|\varepsilon|x/S$ is 0.083 at 1 nm but 0.33 at 4 nm. There the linear term gives 0.100 and the two terms give 0.141, on either side of the full value. The second term no longer helps, and (5) is the better starting point. The linear and quadratic terms would be equal at 9.8 nm, so that length marks a scale well beyond the useful range of the expansion.

The first-order absorptance of the chromium is 0.134, and (7) gives $0.187\times0.134=0.0251$, as it must. The full absorptance is 0.115, because the film weakens the field that drives it.

**How lossless is lossless?** Equating $R_1x$ to the lossless part of $R_2x^2$ gives

$$\varepsilon''=\frac{n_s(\varepsilon'-n_0^2)(\varepsilon'-n_s^2)x}{(n_s-n_0)S}.$$

Since $\varepsilon''=2nk$ for index $n+ik$, the 1 nm oxide needs only $k=0.046$ for equal linear and quadratic changes. This threshold is proportional to $d$, so for any fixed nonzero $k$ the linear term wins in a thin enough film. At $k=0.001$ the full change at 1 nm rises by 2%, to $2.77\times10^{-4}$.

**The real case.** The chromium example resembles an adhesion layer monitored by reflectance in the deposition chamber. A real silica plate has a back face. If its reflection adds incoherently, summing the round trips gives

$$R_{\rm plate}=R+\frac{T^2R_0}{1-R'R_0},$$

where $R'$ is the film's reflectance from inside the glass. The absorbing film dims the back reflection on both passes, and the change seen on adding the film falls from 0.0271 to 0.0182. The layer itself is also idealised. Three rough estimates, each made separately without the back face, show the sensitivity:

- If half the metal becomes 1 nm of oxide of index 2.2, the change is about 0.013.
- If the same metal volume covers 80% of the surface, the change is about 0.020. This uses a two-dimensional Bruggeman average for the in-plane permittivity, which describes a random mixture of metal and void in columns much taller than they are wide. At a height of 1.25 nm such columns would be well under a nanometre across, so this geometry is a formal limit that indicates sensitivity and does not picture a real layer. Other arrangements at the same coverage give other values; for a regular array of separate tall islands the change is about a third as large, 0.006 to 0.008. In flat islands the in-plane depolarisation factor is of order thickness over width, and its effect is multiplied by $|\varepsilon|\approx20$. If the ratio of width to thickness is much larger than $|\varepsilon|$, with the islands still small compared with the wavelength, the change returns to about 0.027.
- If $\varepsilon''$ is 20% smaller than assumed, the change is about 0.021.

The chromium index used here is typical of thick films, and a layer of 1 nm may depart from it by more than the last estimate assumes. A thickness read from the linear law is therefore no better than the knowledge of the back face, the oxidation, the coverage and the film's own permittivity.

## Variation 1: light from the glass side

*The chromium film is lit from inside the silica. What is the first-order change?*

Exchange $n_0$ and $n_s$ in (3):

$$R_1'=\frac{4n_s(n_0-n_s)\varepsilon''}{S^3}=-\frac{n_s}{n_0}R_1.$$

The sign reverses because the bare coefficient is now positive, while the in-line part of the sheet's wave is still negative. For 1 nm this gives $-1.46\times0.0251=-0.0366$. The full change is $-0.0256$, so the linear estimate is 43% too large in magnitude.

The larger error follows from (4). After the exchange, the factor multiplying $\varepsilon''^2$ is $2(1.46)-1=1.92$ instead of 0.54. The prefactor $4n_0$ also grows by 1.46, but it multiplies the linear term equally and drops out of the relative error. The ratio of the quadratic to the linear term rises in magnitude from 0.10 to 0.35. The quadratic term, $+0.0128$, is positive and opposes the linear one; together they give $-0.0239$.

## Variation 2: a lossless film on an absorbing substrate

*The 1 nm oxide film lies on opaque chromium. Does its effect still begin at second order?*

The derivation of (2) nowhere required $n_s$ to be real, but squaring $r$ did use a real $r_0$. In general the linear coefficient is $2\,\mathrm{Re}(r_0^*r_1)$. With $n_s=3.1+3.3i$,

$$r_0=\frac{-2.1-3.3i}{4.1+3.3i}=-0.704-0.238i,$$

$$r_1=\frac{2i(5.76+1.28-20.46i)}{(4.1+3.3i)^2}=0.812-1.334i.$$

Hence $2\,\mathrm{Re}(r_0^*r_1)=2[(-0.704)(0.812)+(-0.238)(-1.334)]=-0.51$, and multiplying by $x$ gives a change of $-0.0050$. It is first order, although the film absorbs nothing: the substrate absorbs, and $r_0$ and $r_1$ are then no longer a quarter cycle apart. The film's wave therefore has a part in line with the bare reflection. In magnitude the change is about 19 times that of the same film on silica. The second-order rule for lossless films thus requires, in general, a substrate without loss as well. Such a substrate need not be transparent: if $n_s^2$ is real and negative, all the light is reflected, and a lossless film cannot change $R$ at all.

Numbers in the example were calculated in double precision.
